**Young's balance as a criterion for layers or islands**

The program examines $S=\gamma_s-\gamma_f-\gamma_i$, where $\gamma_s$, $\gamma_f$ and $\gamma_i$ are the free energies per area of substrate, film surface and interface. Near equilibrium, $S\ge0$ gives spreading in layers, while $S<0$ gives islands with $\cos\theta=w=(\gamma_s-\gamma_i)/\gamma_f$ when $|w|<1$ and the film surface is isotropic. It asserts the contact-line derivative by finite differences, and the cap energy and its slope by integration over the cap. A free axisymmetric minimization, with no cap or contact angle imposed, reproduces Young's angle for $w=0.5$ and $w=-0.3$. Explicit bond counting on a cubic lattice is asserted to agree with the surface-energy formulas, the preferred box among three shapes, and the monolayer threshold. For the round model parameters used, the output shows layers for A on B, islands at 60° for B on A, and islands at 33.56° for A on C. It also shows that a monolayer of B on A needs a supersaturation of 0.351 eV per atom, a pressure ratio of about 92 at 900 K for an ideal vapour. Strain, intermixing and growth kinetics are not included.

## Program and output

```python
"""Young's balance as a test for the start of film growth.

Result under test: with surface energies gamma_s (substrate), gamma_f (film)
and gamma_i (interface), S = gamma_s - gamma_f - gamma_i decides the start:
S >= 0 gives spreading in layers, S < 0 gives islands whose contact angle
obeys cos(theta) = w = (gamma_s - gamma_i)/gamma_f  when |w| < 1.
Areas are in nm^2 and surface energies in J/m^2, so energies come out in
units of 1e-18 J and are converted to eV for printing.
"""
import numpy as np
from numpy.polynomial import chebyshev as cheb
from scipy.constants import e as charge, k as boltzmann
from scipy.integrate import quad
from scipy.optimize import minimize, brentq

TO_EV = 1e-18 / charge
gamma = {"A": 1.2, "B": 1.8, "C": 1.3}
gamma_int = 0.3
a = 0.25            # lattice spacing and layer height, nm
volume = 1000.0     # deposit volume, nm^3
temperature = 900.0


def spreading(film, sub):
    return gamma[sub] - gamma[film] - gamma_int


def wetting_ratio(film, sub):
    return (gamma[sub] - gamma_int) / gamma[film]


# --- Contact line: finite displacement of a straight wedge surface ---
def wedge_energy(x, height, g_f, g_i, g_s):
    return g_f * np.hypot(x, height) + (g_i - g_s) * x


for angle in (0.4, 1.0, 2.0):
    x0, step = 1 / np.tan(angle), 1e-5
    slope = (wedge_energy(x0 + step, 1, 1.8, 0.3, 1.2)
             - wedge_energy(x0 - step, 1, 1.8, 0.3, 1.2)) / (2 * step)
    assert abs(slope - (1.8 * np.cos(angle) + 0.3 - 1.2)) < 1e-8


# --- Cap energy from surface and volume integrals, gamma_f = V = 1 ---
def cap_energy_integrated(c, w):
    theta = np.arccos(c)
    vol = quad(lambda t: np.pi * np.sin(t)**3, 0, theta,
               epsabs=1e-14, epsrel=1e-12)[0]
    area = quad(lambda t: 2 * np.pi * np.sin(t), 0, theta,
                epsabs=1e-14, epsrel=1e-12)[0]
    return (area - w * np.pi * np.sin(theta)**2) / vol**(2 / 3)


def cap_energy_formula(c, w):
    return (np.pi**(1 / 3) * 3**(2 / 3) * (2 - w * (1 + c))
            * (1 - c)**(-1 / 3) * (2 + c)**(-2 / 3))


def cap_slope_formula(c, w):
    return (2 * np.pi**(1 / 3) * 3**(2 / 3) * (c - w)
            * (1 - c)**(-4 / 3) * (2 + c)**(-5 / 3))


def cap_minimum_formula(w):
    return (np.pi**(1 / 3) * 3**(2 / 3)
            * (1 - w)**(2 / 3) * (2 + w)**(1 / 3))


for w in (-1.2, -0.3, 0.5, 1.0, 1.25):
    for c in (-0.8, -0.2, 0.3, 0.7, 0.9):
        direct = cap_energy_integrated(c, w)
        assert abs(direct - cap_energy_formula(c, w)) < 1e-8
        step = 1e-4
        slope = (cap_energy_integrated(c + step, w)
                 - cap_energy_integrated(c - step, w)) / (2 * step)
        # central difference error grows as the step squared near c = 1
        assert abs(slope - cap_slope_formula(c, w)) < 1e-4

# Wetting case: energy falls all the way as the cap flattens
flattening = [cap_energy_integrated(c, 1.25)
              for c in (0.0, 0.5, 0.9, 0.99, 0.999)]
assert np.all(np.diff(flattening) < 0) and flattening[-1] < 0


# --- Free axisymmetric shape: no cap and no contact angle assumed ---
# Polar radius exp(g(phi)) from the base centre, phi measured from the axis.
def free_shape(w, n_coef=7):
    nodes, weights = np.polynomial.legendre.leggauss(60)
    phi = (nodes + 1) * np.pi / 4
    weights = weights * np.pi / 4
    x = 2 * (phi / (np.pi / 2))**2 - 1
    basis = cheb.chebvander(x, n_coef)[:, 1:]
    unit = np.eye(n_coef + 1)[1:]
    dbasis = np.array([cheb.chebval(x, cheb.chebder(u)) for u in unit]).T
    dbasis = dbasis * (16 * phi / np.pi**2)[:, None]

    def energy(coef):
        g, dg = basis @ coef, dbasis @ coef
        area = 2 * np.pi * np.sum(weights * np.exp(2 * g) * np.sin(phi)
                                  * np.sqrt(1 + dg**2))
        vol = 2 * np.pi / 3 * np.sum(weights * np.exp(3 * g) * np.sin(phi))
        base = np.pi * np.exp(2 * np.sum(coef))
        return (area - w * base) / vol**(2 / 3)

    def gradient(coef):
        tiny = 1e-30
        return np.array([energy(coef + 1j * tiny * row).imag / tiny
                         for row in np.eye(n_coef)])

    best = minimize(energy, np.zeros(n_coef), jac=gradient, method="BFGS",
                    options={"gtol": 1e-9, "maxiter": 2000})
    edge_slope = np.sum(best.x * np.arange(1, n_coef + 1)**2) * 8 / np.pi
    cos_theta = edge_slope / np.sqrt(1 + edge_slope**2)
    return np.degrees(np.arccos(cos_theta)), best.fun


free_angles = {}
for w in (0.5, -0.3):
    free_angles[w], free_energy = free_shape(w)
    # truncated polynomial shape: the edge slope converges more slowly
    assert abs(free_angles[w] - np.degrees(np.arccos(w))) < 0.3
    assert abs(free_energy / cap_minimum_formula(w) - 1) < 1e-5


# --- Faceted box island, energy from its faces ---
def box_energy(side, height, s, g_side):
    return -s * side**2 + 4 * g_side * side * height


S_BA, S_AB = spreading("B", "A"), spreading("A", "B")
sides = np.linspace(5, 40, 200001)
best_side = sides[np.argmin(box_energy(sides, volume / sides**2,
                                       S_BA, gamma["B"]))]
aspect = -S_BA / (2 * gamma["B"])
assert abs(volume / best_side**3 - aspect) < 1e-4
wet_box = box_energy(sides, volume / sides**2, S_AB, gamma["A"])
assert np.all(np.diff(wet_box) < 0)

second_layer_width = 8 * (np.sqrt(2) - 1) * gamma["B"] * a / (-S_BA)
crossing = brentq(lambda L: box_energy(L, a, S_BA, gamma["B"])
                  - box_energy(L / np.sqrt(2), 2 * a, S_BA, gamma["B"]),
                  0.1, 50)
assert abs(crossing - second_layer_width) < 1e-8


# --- Bond counting on a simple cubic lattice: 0 empty, 1 substrate, 2 film ---
def lattice_energy(grid, bonds):
    total = sum(bonds[grid, np.roll(grid, 1, axis)].sum() for axis in (0, 1))
    return -(total + bonds[grid[:, :, 1:], grid[:, :, :-1]].sum())


def bond_table(film, sub):
    phi_f, phi_s = 2 * gamma[film] * a**2, 2 * gamma[sub] * a**2
    psi = (gamma[film] + gamma[sub] - gamma_int) * a**2
    table = np.zeros((3, 3))
    table[1, 1], table[2, 2] = phi_s, phi_f
    table[1, 2] = table[2, 1] = psi
    return table


def island_cost(nx, ny, nz, table):
    grid = np.zeros((nx + 2, ny + 2, nz + 3), dtype=int)
    grid[:, :, :2] = 1
    bare = lattice_energy(grid, table)
    grid[1:nx + 1, 1:ny + 1, 2:nz + 2] = 2
    return lattice_energy(grid, table) - bare + 3 * table[2, 2] * nx * ny * nz


def slab_excess(layers, table):
    grid = np.zeros((6, 6, len(layers) + 2), dtype=int)
    grid[:, :, 1:-1] = np.array(layers)
    bulk = 3 * sum(table[s, s] * np.sum(grid == s) for s in (1, 2))
    return (lattice_energy(grid, table) + bulk) / (36 * a**2)


for film, sub in (("B", "A"), ("A", "B"), ("A", "C")):
    table = bond_table(film, sub)
    g_sub = slab_excess([1] * 4, table) / 2
    g_film = slab_excess([2] * 4, table) / 2
    g_join = slab_excess([1] * 4 + [2] * 4, table) - g_sub - g_film
    counted_S = g_sub - g_film - g_join
    assert abs(counted_S - (table[1, 2] - table[2, 2]) / a**2) < 1e-10
    assert abs(counted_S - spreading(film, sub)) < 1e-10
    counted = island_cost(7, 7, 3, table)
    assert abs(counted - box_energy(7 * a, 3 * a, spreading(film, sub),
                                    gamma[film])) < 1e-9

bonds_BA, bonds_AB = bond_table("B", "A"), bond_table("A", "B")
shapes = [(32, 1), (16, 4), (8, 16)]    # each holds 1024 atoms
cost_BA = [island_cost(n, n, m, bonds_BA) for n, m in shapes]
cost_AB = [island_cost(n, n, m, bonds_AB) for n, m in shapes]
assert shapes[int(np.argmin(cost_BA))] == (16, 4)
assert shapes[int(np.argmin(cost_AB))] == (32, 1)


def best_rectangle(atoms, height, table):
    base = atoms // height
    return min(island_cost(n, base // n, height, table)
               for n in range(1, base + 1) if base % n == 0)


second_layer_atoms = (second_layer_width / a)**2
assert 36 < second_layer_atoms < 72
assert best_rectangle(36, 1, bonds_BA) < best_rectangle(36, 2, bonds_BA)
assert best_rectangle(72, 2, bonds_BA) < best_rectangle(72, 1, bonds_BA)

# Complete periodic monolayer: cost per atom relative to bulk film
grid = np.zeros((6, 6, 5), dtype=int)
grid[:, :, :2] = 1
bare_energy = lattice_energy(grid, bonds_BA)
grid[:, :, 2] = 2
monolayer_cost = ((lattice_energy(grid, bonds_BA) - bare_energy) / 36
                  + 3 * bonds_BA[2, 2])
threshold = -S_BA * a**2
assert abs(monolayer_cost - threshold) < 1e-10
assert abs(S_AB + S_BA + 2 * gamma_int) < 1e-12

# --- Worked example ---
for name, value in gamma.items():
    print(f"surface energy of {name}: {value:.2f} J/m^2")
print(f"interface energy, all pairs: {gamma_int:.2f} J/m^2")
print(f"lattice spacing = layer height: {a:.2f} nm")
print(f"deposit volume: {volume:.0f} nm^3")
for film, sub in (("A", "B"), ("B", "A"), ("A", "C")):
    s, w = spreading(film, sub), wetting_ratio(film, sub)
    print(f"{film} on {sub}: S = {s:+.2f} J/m^2, w = {w:.4f}")
    if s < 0:
        print(f"  islands, contact angle {np.degrees(np.arccos(w)):.2f} deg")
    else:
        print("  layers, no finite contact angle")
print(f"S(A on B) + S(B on A): {S_AB + S_BA:.2f} J/m^2")

w_BA = wetting_ratio("B", "A")
radius = (3 * volume / (np.pi * (1 - w_BA)**2 * (2 + w_BA)))**(1 / 3)
cap_total = gamma["B"] * volume**(2 / 3) * cap_minimum_formula(w_BA)
patch_side = np.sqrt(volume / a)
print("B on A, cap of the deposit volume:")
print(f"  sphere radius: {radius:.2f} nm")
print(f"  base radius: {radius * np.sqrt(1 - w_BA**2):.2f} nm")
print(f"  height: {radius * (1 - w_BA):.2f} nm")
print(f"  energy above bare substrate: {cap_total * TO_EV:.0f} eV")
print("One-layer square patch of the same volume:")
print(f"  side: {patch_side:.2f} nm")
for film, sub, s in (("B", "A", S_BA), ("A", "B", S_AB)):
    face = -s * patch_side**2 * TO_EV
    edge = 4 * gamma[film] * patch_side * a * TO_EV
    print(f"  {film} on {sub}: faces {face:.0f} eV, edges {edge:.0f} eV,"
          f" total {face + edge:.0f} eV")
patch_BA = box_energy(patch_side, a, S_BA, gamma["B"])
patch_AB = box_energy(patch_side, a, S_AB, gamma["A"])
assert cap_total < patch_BA and patch_AB < 0
for w, angle in free_angles.items():
    print(f"free-shape minimum, w = {w:.1f}: angle {angle:.2f} deg,"
          f" Young {np.degrees(np.arccos(w)):.2f} deg")
print(f"B on A box: height/side = {aspect:.3f}")
print(f"  side {best_side:.2f} nm, height {volume / best_side**2:.2f} nm")
print(f"second layer pays above patch width: {second_layer_width:.2f} nm")
print(f"  atoms in that patch: {second_layer_atoms:.1f}")
print(f"bond A-A: {bonds_AB[2, 2] * TO_EV:.3f} eV")
print(f"bond B-B: {bonds_BA[2, 2] * TO_EV:.3f} eV")
print(f"bond A-B: {bonds_BA[1, 2] * TO_EV:.3f} eV")
print("1024-atom boxes, counted energy above bare substrate:")
for (n, m), e_ba, e_ab in zip(shapes, cost_BA, cost_AB):
    print(f"  {n}x{n}x{m}: B on A {e_ba * TO_EV:.1f} eV,"
          f" A on B {e_ab * TO_EV:.1f} eV")
thermal = boltzmann * temperature / charge
print(f"B on A monolayer threshold: {threshold * TO_EV:.3f} eV per atom")
print(f"thermal energy at {temperature:.0f} K: {thermal:.4f} eV")
print(f"ideal-vapour pressure ratio: {np.exp(threshold*TO_EV/thermal):.0f}")
print("OK")
```

It prints:

```
surface energy of A: 1.20 J/m^2
surface energy of B: 1.80 J/m^2
surface energy of C: 1.30 J/m^2
interface energy, all pairs: 0.30 J/m^2
lattice spacing = layer height: 0.25 nm
deposit volume: 1000 nm^3
A on B: S = +0.30 J/m^2, w = 1.2500
  layers, no finite contact angle
B on A: S = -0.90 J/m^2, w = 0.5000
  islands, contact angle 60.00 deg
A on C: S = -0.20 J/m^2, w = 0.8333
  islands, contact angle 33.56 deg
S(A on B) + S(B on A): -0.60 J/m^2
B on A, cap of the deposit volume:
  sphere radius: 11.52 nm
  base radius: 9.97 nm
  height: 5.76 nm
  energy above bare substrate: 2926 eV
One-layer square patch of the same volume:
  side: 63.25 nm
  B on A: faces 22469 eV, edges 711 eV, total 23180 eV
  A on B: faces -7490 eV, edges 474 eV, total -7016 eV
free-shape minimum, w = 0.5: angle 60.00 deg, Young 60.00 deg
free-shape minimum, w = -0.3: angle 107.46 deg, Young 107.46 deg
B on A box: height/side = 0.250
  side 15.87 nm, height 3.97 nm
second layer pays above patch width: 1.66 nm
  atoms in that patch: 43.9
bond A-A: 0.936 eV
bond B-B: 1.404 eV
bond A-B: 1.053 eV
1024-atom boxes, counted energy above bare substrate:
  32x32x1: B on A 449.4 eV, A on B -59.9 eV
  16x16x4: B on A 269.6 eV, A on B 89.9 eV
  8x8x16: B on A 382.0 eV, A on B 232.2 eV
B on A monolayer threshold: 0.351 eV per atom
thermal energy at 900 K: 0.0776 eV
ideal-vapour pressure ratio: 92
OK
```
